# Interface Share of a Via's Resistance from Two Temperature Coefficients: test program

```python
# Result under test: a via made of a metal body in series with interfaces whose
# resistance does not depend on temperature has, at the reference temperature,
#     interface share f = 1 - alpha_via / alpha_body,
# where alpha is (dR/dT)/R at that temperature. For 0.0026/K and 0.0039/K, f = 1/3.
# The formula is tested against a field solver for a cylindrical via, which
# finds resistance and dissipated power from current conservation.
# Lengths are in nm, resistivity in ohm nm, contact resistivity in ohm nm^2.
import numpy as np
from scipy.constants import zero_Celsius
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

alpha_via, alpha_body = 0.0026, 0.0039        # 1/K
T_ref, heating = zero_Celsius + 20.0, 100.0   # K
diameter, height = 500.0, 1000.0              # nm
rho_body, rho_barrier = 17.0, 2000.0          # ohm nm
mean_free_path = 39.0                         # nm, rough value for copper
OHM_NM_TO_MICROOHM_CM = 1e6 * 1e-7
OHM_NM2_TO_OHM_CM2 = 1e-14
radius = diameter / 2
area = np.pi * radius**2

n_r, n_z = 50, 50
edges = np.linspace(0.0, radius, n_r + 1)
centres = 0.5 * (edges[1:] + edges[:-1])
ring = np.pi * (edges[1:]**2 - edges[:-1]**2)
dr, dz = radius / n_r, height / n_z


def solve_via(rho, contact_top, contact_bottom):
    """Resistance (ohm) and share of power dissipated in the interfaces."""
    top = contact_top * np.ones(n_r)
    bottom = contact_bottom * np.ones(n_r)
    index = np.arange(n_r * n_z).reshape(n_z, n_r)
    g_axial = np.tile(ring / (rho * dz), (n_z - 1, 1))
    g_radial = np.tile(2 * np.pi * edges[1:-1] * dz / (rho * dr), (n_z, 1))
    a = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    b = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    g = np.concatenate([g_axial.ravel(), g_radial.ravel()])
    g_top = ring / (rho * dz / 2 + top)
    g_bottom = ring / (rho * dz / 2 + bottom)
    rows = np.concatenate([a, b, a, b, index[-1], index[0]])
    cols = np.concatenate([a, b, b, a, index[-1], index[0]])
    vals = np.concatenate([g, g, -g, -g, g_top, g_bottom])
    matrix = coo_matrix((vals, (rows, cols))).tocsc()
    source = np.zeros(n_r * n_z)
    source[index[-1]] = g_top                 # top electrode at 1 V
    potential = spsolve(matrix, source).reshape(n_z, n_r)
    i_top = g_top * (1.0 - potential[-1])
    i_bottom = g_bottom * potential[0]
    assert abs(i_top.sum() / i_bottom.sum() - 1) < 1e-8
    power = np.sum(i_top**2 * top / ring) + np.sum(i_bottom**2 * bottom / ring)
    return 1.0 / i_top.sum(), power / i_top.sum()


def rho_at(rise):
    return rho_body * (1 + alpha_body * rise)


# Inference for the given coefficients, and the via it implies
share = 1 - alpha_via / alpha_body
R_body = rho_body * height / area
R_total = R_body / (1 - share)
R_interface = share * R_total
contact = R_interface * area
barrier = contact / rho_barrier

# Field solver: the implied via, with its interfaces split unevenly
R_cold, share_cold = solve_via(rho_body, 0.3 * contact, 0.7 * contact)
R_hot, share_hot = solve_via(rho_at(heating), 0.3 * contact, 0.7 * contact)
alpha_solver = (R_hot / R_cold - 1) / heating
assert abs(share_cold - 1 / 3) < 1e-7
assert abs(alpha_solver - alpha_via) < 1e-9
assert abs(R_cold / R_total - 1) < 1e-7
share_hot_formula = share / (1 + alpha_via * heating)
assert abs(share_hot - share_hot_formula) < 1e-7

# The inference for other contact resistivities
for trial in (1000.0, 5000.0, 40000.0):
    cold, direct_share = solve_via(rho_body, 0.0, trial)
    hot, _ = solve_via(rho_at(heating), 0.0, trial)
    inferred = 1 - (hot / cold - 1) / heating / alpha_body
    assert abs(inferred - direct_share) < 1e-6

# Interfaces with a temperature coefficient of their own
alpha_interface = 0.0003
share_own = {}
for sign in (1, -1):
    a_i = sign * alpha_interface
    f = (alpha_body - alpha_via) / (alpha_body - a_i)
    c = f / (1 - f) * rho_body * height
    cold, direct_share = solve_via(rho_body, 0.0, c)
    hot, _ = solve_via(rho_at(heating), 0.0, c * (1 + a_i * heating))
    assert abs((hot / cold - 1) / heating - alpha_via) < 1e-9
    assert abs(direct_share - f) < 1e-7
    share_own[sign] = f

# Patchy bottom contact: good inside half the radius, ten times worse outside
good_contact, bad_contact = 3000.0, 30000.0
patchy = np.where(centres < radius / 2, good_contact, bad_contact)
R_patchy, power_share = solve_via(rho_body, 0.0, patchy)
step = 0.5
R_plus, _ = solve_via(rho_at(step), 0.0, patchy)
R_minus, _ = solve_via(rho_at(-step), 0.0, patchy)
alpha_patchy = (R_plus - R_minus) / (2 * step * R_patchy)
share_patchy = 1 - alpha_patchy / alpha_body
excess_share = 1 - R_body / R_patchy
assert abs(share_patchy - power_share) < 1e-5
assert excess_share > share_patchy + 1e-4

# Reference temperatures that differ by 5 K
mismatch = 5.0
R_shifted, _ = solve_via(rho_at(mismatch), 0.0, contact)
alpha_shifted = (R_hot - R_cold) / heating / R_shifted
assert abs(alpha_shifted - alpha_via / (1 + alpha_via * mismatch)) < 1e-9
share_mismatch = 1 - alpha_shifted / alpha_body

# Errors of the two coefficients, against random sampling
error = 0.0001
share_error = np.hypot(error / alpha_body, alpha_via * error / alpha_body**2)
rng = np.random.default_rng(1)
sample_via = alpha_via + error * rng.standard_normal(200000)
sample_body = alpha_body + error * rng.standard_normal(200000)
sampled_error = np.std(1 - sample_via / sample_body)
assert abs(sampled_error / share_error - 1) < 0.02   # sampling noise, curvature

# Diffuse surface scattering in a round wire: average over positions and
# directions of the chance that an electron has come straight from the wall
nodes, weights = np.polynomial.legendre.leggauss(60)
unit, unit_w = (nodes + 1) / 2, weights / 2
r = unit[:, None, None]
phi = np.pi * unit[None, :, None]
cosine = unit[None, None, :]
wall = r * np.cos(phi) + np.sqrt(1 - (r * np.sin(phi))**2)
path = wall / np.sqrt(1 - cosine**2)          # in units of the radius
measure = (2 * r * 3 * cosine**2 * unit_w[:, None, None]
           * unit_w[None, :, None] * unit_w[None, None, :])


def wire_conductivity(ratio):
    """Conductivity relative to bulk; ratio = diameter / mean free path."""
    return 1 - np.sum(measure * np.exp(-path * ratio / 2))


assert abs(wire_conductivity(20.0) - (1 - 3 / (4 * 20.0))) < 2e-4


def wire_resistivity(rise):
    # resistivity times mean free path does not depend on temperature
    growth = 1 + alpha_body * rise
    return growth / wire_conductivity(diameter * growth / mean_free_path)


alpha_wire = ((wire_resistivity(step) - wire_resistivity(-step))
              / (2 * step * wire_resistivity(0.0)))
surface = 3 * mean_free_path / (4 * diameter)
alpha_wire_simple = alpha_body / (1 + surface)
# the simple form is first order in the surface term: error of second order
assert abs(alpha_wire - alpha_wire_simple) / alpha_body < 3 * surface**2
share_surface = 1 - alpha_via / alpha_wire
assert share_surface < share

# Sidewall barrier as a parallel conductor of the same thickness
sidewall = np.pi * diameter * barrier / rho_barrier / (area / rho_body)
assert sidewall < 0.01

print(f"via temperature coefficient: {alpha_via:.4f} 1/K")
print(f"body temperature coefficient: {alpha_body:.4f} 1/K")
print(f"reference temperature: {T_ref:.2f} K")
print(f"temperature rise: {heating:.0f} K")
print(f"diameter: {diameter:.0f} nm")
print(f"height: {height:.0f} nm")
print(f"body resistivity: {rho_body*OHM_NM_TO_MICROOHM_CM:.2f} microohm cm")
print(f"barrier resistivity: {rho_barrier*OHM_NM_TO_MICROOHM_CM:.0f} microohm cm")
print(f"coefficient ratio via/body: {alpha_via/alpha_body:.4f}")
print(f"inferred interface share: {share:.4f}")
print(f"cross-section area: {area:.0f} nm^2")
print(f"body resistance: {R_body:.5f} ohm")
print(f"interface resistance: {R_interface:.5f} ohm")
print(f"total resistance: {R_total:.5f} ohm")
print(f"interface resistance x area: {contact*OHM_NM2_TO_OHM_CM2:.2e} ohm cm^2")
print(f"equivalent barrier thickness: {barrier:.2f} nm")
print(f"solver, cold resistance: {R_cold:.5f} ohm")
print(f"solver, hot resistance: {R_hot:.5f} ohm")
print(f"solver, via coefficient: {alpha_solver:.6f} 1/K")
print(f"solver, interface power share cold: {share_cold:.4f}")
print(f"solver, interface power share hot: {share_hot:.4f}")
print(f"patchy contact, inner: {good_contact*OHM_NM2_TO_OHM_CM2:.1e} ohm cm^2")
print(f"patchy contact, outer: {bad_contact*OHM_NM2_TO_OHM_CM2:.1e} ohm cm^2")
print(f"patchy, via coefficient: {alpha_patchy:.6f} 1/K")
print(f"patchy, share from coefficients: {share_patchy:.4f}")
print(f"patchy, interface power share: {power_share:.4f}")
print(f"patchy, excess over uniform body: {excess_share:.4f}")
print(f"interface coefficient tried: +/-{alpha_interface:.4f} 1/K")
print(f"share if interface coefficient positive: {share_own[1]:.4f}")
print(f"share if interface coefficient negative: {share_own[-1]:.4f}")
print(f"reference mismatch: {mismatch:.0f} K")
print(f"via coefficient at shifted reference: {alpha_shifted:.6f} 1/K")
print(f"share inferred with mismatch: {share_mismatch:.4f}")
print(f"error of each coefficient: {error:.4f} 1/K")
print(f"resulting error of share: {share_error:.4f}")
print(f"mean free path (rough): {mean_free_path:.0f} nm")
print(f"surface term 3L/(4d): {surface:.4f}")
print(f"body coefficient with surface scattering: {alpha_wire:.6f} 1/K")
print(f"same, simple first-order form: {alpha_wire_simple:.6f} 1/K")
print(f"interface share if 0.0039 is bulk value: {share_surface:.4f}")
print(f"sidewall/body conductance: {100*sidewall:.3f} percent")
print("OK")
```

Output:

```
via temperature coefficient: 0.0026 1/K
body temperature coefficient: 0.0039 1/K
reference temperature: 293.15 K
temperature rise: 100 K
diameter: 500 nm
height: 1000 nm
body resistivity: 1.70 microohm cm
barrier resistivity: 200 microohm cm
coefficient ratio via/body: 0.6667
inferred interface share: 0.3333
cross-section area: 196350 nm^2
body resistance: 0.08658 ohm
interface resistance: 0.04329 ohm
total resistance: 0.12987 ohm
interface resistance x area: 8.50e-11 ohm cm^2
equivalent barrier thickness: 4.25 nm
solver, cold resistance: 0.12987 ohm
solver, hot resistance: 0.16364 ohm
solver, via coefficient: 0.002600 1/K
solver, interface power share cold: 0.3333
solver, interface power share hot: 0.2646
patchy contact, inner: 3.0e-11 ohm cm^2
patchy contact, outer: 3.0e-10 ohm cm^2
patchy, via coefficient: 0.002571 1/K
patchy, share from coefficients: 0.3408
patchy, interface power share: 0.3408
patchy, excess over uniform body: 0.3805
interface coefficient tried: +/-0.0003 1/K
share if interface coefficient positive: 0.3611
share if interface coefficient negative: 0.3095
reference mismatch: 5 K
via coefficient at shifted reference: 0.002567 1/K
share inferred with mismatch: 0.3419
error of each coefficient: 0.0001 1/K
resulting error of share: 0.0308
mean free path (rough): 39 nm
surface term 3L/(4d): 0.0585
body coefficient with surface scattering: 0.003660 1/K
same, simple first-order form: 0.003684 1/K
interface share if 0.0039 is bulk value: 0.2896
sidewall/body conductance: 0.029 percent
OK
```
